# How much memory does Lanczos need for 36 spins?

**Question.** The lowest energy and eigenvector of a 36-site spin-1/2 lattice at zero magnetization are to be found with the Lanczos method. How much memory does this take if the Lanczos vectors are never reorthogonalized, if they are all kept and reorthogonalized, or if the calculation is restarted with a limited basis? How do these demands grow with the number of steps and sites?

**Answer.** The size of one vector follows from counting states. The three strategies differ in how many such vectors must exist at once.

## One vector, and why the matrix is not stored

Zero magnetization means 18 up spins and 18 down spins. The number of basis states is

$$N=\binom{36}{18}=9\,075\,135\,300 .$$

A real double-precision number takes 8 bytes, so one vector takes $8N=72.6$ GB, with 1 GB $=10^9$ bytes. No lattice symmetry is used to reduce $N$.

Take the Heisenberg Hamiltonian $H=J\sum_{\langle ab\rangle}\mathbf S_a\cdot\mathbf S_b$, with $J>0$ and spins in units of $\hbar$. Let each site have four neighbours, which gives $36\times4/2=72$ bonds. A bond has an off-diagonal element, $J/2$, when its two spins are opposite. Once one spin is fixed, 18 of the other 35 sites carry the opposite spin. The mean number of off-diagonal elements per row is therefore

$$72\times\frac{18}{35}=37.03 .$$

Their values are all equal and need no storage, but their column numbers do. Since $N>2^{32}$, a 4-byte integer cannot label every state. With 8-byte integers the column numbers take $37.03\times72.6$ GB $=2.69$ TB. One triangle of the symmetric matrix would be enough, but even its column numbers take as much memory as about 18.5 vectors. The matrix elements are therefore generated when needed, and each contribution to $Hv$ is added directly into an existing vector. The estimates below count these long vectors. Tables of states and communication buffers come on top.

## No reorthogonalization: two or three vectors

Start from a normalized random vector $v_1$ and set $\beta_0v_0=0$. The Lanczos recurrence is

$$\beta_jv_{j+1}=Hv_j-\alpha_jv_j-\beta_{j-1}v_{j-1}. \tag{1}$$

Here $\alpha_j$ removes the component along $v_j$, and $\beta_j>0$ normalizes the new vector. In exact arithmetic there is no need to subtract older vectors. For $i<j-1$, $Hv_i$ lies in the span of $v_1,\ldots,v_{i+1}$, so $v_i\cdot Hv_j=(Hv_i)\cdot v_j=0$.

Equation (1) can be carried out in the storage of $v_{j-1}$: multiply that array by $-\beta_{j-1}$, add $Hv_j$, subtract $\alpha_jv_j$, and divide by $\beta_j$. The array now holds $v_{j+1}$. Two long vectors suffice, or 145 GB.

After $m$ steps the coefficients form a small symmetric tridiagonal matrix $T_m$, with $\alpha_j$ on its diagonal and $\beta_j$ beside it. If $T_ms=\theta s$, then $\theta$ is an approximate energy, called a Ritz value, and

$$y=\sum_{j=1}^{m}s_jv_j \tag{2}$$

is the corresponding Ritz vector. The $v_j$ needed in (2) have been overwritten. They can be produced again from the same start vector and the stored coefficients while $y$ is accumulated in a third array. The start vector has been overwritten too; it is generated again from the same random-number seed, so it needs no array of its own. The memory becomes $3\times72.6=218$ GB. The second pass needs $m-1$ further products with $H$, so the total is $2m-1$.

## How many steps are needed?

The number of steps sets the storage for full reorthogonalization. Let $E_0$ be the nondegenerate lowest energy, $E_1$ the next distinct energy and $E_{\max}$ the highest. Expand the start in normalized eigenvectors, $v_1=\sum_ic_iu_i$, with $c_0\ne0$.

After $m$ steps the basis spans all vectors $p(H)v_1$, where $p$ is a polynomial of degree at most $m-1$. The lowest Ritz value is the minimum of the energy expectation value over this space. Any choice of $p$ therefore gives an upper bound:

$$\theta-E_0\le
\frac{\sum_{i\ge1}(E_i-E_0)\,p(E_i)^2c_i^2}{\sum_{i\ge0}p(E_i)^2c_i^2}.$$

In the numerator, replace $E_i-E_0$ by its largest value and $p(E_i)^2$ by its maximum on $[E_1,E_{\max}]$. In the denominator, keep only the ground-state term. Both changes can only raise the right side. With $|c_0|=\cos\varphi$ and $\sum_{i\ge1}c_i^2=\sin^2\varphi$,

$$\theta-E_0\le(E_{\max}-E_0)\tan^2\!\varphi\;
\frac{\max_{[E_1,E_{\max}]}p(E)^2}{p(E_0)^2}.$$

A good polynomial is small on the unwanted interval and large at $E_0$. The Chebyshev polynomial $C_{m-1}(x)$ has magnitude at most 1 for $|x|\le1$ and equals $\cosh[(m-1)\,\mathrm{arccosh}\,x]$ for $x\ge1$. Map the interval to $[-1,1]$ with

$$x(E)=\frac{2E-E_1-E_{\max}}{E_{\max}-E_1}.$$

At the ground-state energy,

$$x(E_0)=-1-\frac{2(E_1-E_0)}{E_{\max}-E_1}=-(1+2\gamma),
\qquad \gamma=\frac{E_1-E_0}{E_{\max}-E_1}.$$

The sign of $x$ changes at most the sign of $C_{m-1}$, so

$$\frac{\theta-E_0}{E_{\max}-E_0}\le
\left[\frac{\tan\varphi}{C_{m-1}(1+2\gamma)}\right]^2. \tag{3}$$

A random direction favours no eigenvector. Since the $N$ squared overlaps add to 1, the mean of $c_0^2$ is $1/N$. Using this mean for the estimate gives $\tan\varphi=\sqrt{N-1}\approx9.53\times10^4$. About two thirds of random starts have a smaller squared overlap, so some extra steps should be allowed for.

For an example, choose $\gamma=0.01$ and ask for an energy error below $\delta=10^{-10}$ of the full spectral width. These are round parameters, not properties computed for a particular 36-site lattice. Equation (3) is satisfied when

$$m-1\ge\frac{\mathrm{arccosh}(\tan\varphi/\sqrt\delta)}{\mathrm{arccosh}(1+2\gamma)}
=\frac{\mathrm{arccosh}(9.53\times10^9)}{\mathrm{arccosh}(1.02)}
\approx\frac{23.67}{0.1997}=118.5 .$$

Thus $m=120$ steps suffice for this start overlap. The huge dimension enters through a logarithm: a squared overlap ten times smaller adds only about $\ln\sqrt{10}/0.1997\approx6$ steps to this sufficient count. The gap matters more. For small $\gamma$, $\mathrm{arccosh}(1+2\gamma)\approx2\sqrt\gamma$, and hence the number of steps that the bound guarantees to be sufficient is

$$m\approx1+\frac{\ln(2\sqrt{N/\delta})}{2\sqrt\gamma}. \tag{4}$$

A gap four times smaller, at nearly fixed spectral width, roughly doubles this sufficient number of steps. The actual number needed can be smaller.

## What rounding does to the short recurrence

With rounding, distant Lanczos vectors do not stay orthogonal. To see where the loss occurs, put the first $j$ computed vectors into the columns of $V$. The recurrence becomes

$$HV=VT+\beta_jv_{j+1}e_j^{\mathsf T}+F,$$

where $e_j$ is the last unit vector of length $j$ and $F$ contains rounding errors. Its scale is $\varepsilon\|H\|$, where $\varepsilon\approx2.2\times10^{-16}$ and $\|H\|$ is the largest absolute eigenvalue. Factors that grow slowly with $j$ are left out.

Multiply from the left by $V^{\mathsf T}$, write $G=V^{\mathsf T}V$, and subtract the equation from its transpose. The symmetric matrix $V^{\mathsf T}HV$ cancels:

$$TG-GT=\beta_j\left(V^{\mathsf T}v_{j+1}e_j^{\mathsf T}-e_jv_{j+1}^{\mathsf T}V\right)
+V^{\mathsf T}F-F^{\mathsf T}V .$$

Now split $G=U^{\mathsf T}+D+U$, where $U$ is its part above the diagonal and $D$ is the unit matrix up to rounding. Because $T$ is tridiagonal, $TU-UT$ has no elements below the diagonal, and the terms with $U^{\mathsf T}$ have none above it. Taking the upper part gives

$$TU-UT=\beta_jV^{\mathsf T}v_{j+1}e_j^{\mathsf T}+K. \tag{5}$$

The matrix $K$ collects the rounding terms. On the diagonal these include products such as $\beta_iv_i\cdot v_{i+1}$. They stay at the scale $\varepsilon\|H\|$, since each step explicitly removes the component along the current vector.

Let $s$ be a normalized eigenvector of $T$, with $Ts=\theta s$, and let $y=Vs$. Multiplying (5) by $s^{\mathsf T}$ and $s$ makes the left side $\theta s^{\mathsf T}Us-\theta s^{\mathsf T}Us=0$. Therefore

$$|y\cdot v_{j+1}|=\frac{|s^{\mathsf T}Ks|}{\beta_j|s_j|}
\lesssim\frac{\varepsilon\|H\|}{\beta_j|s_j|}. \tag{6}$$

The denominator has a direct meaning. Multiplying the recurrence by $s$ gives $Hy-\theta y=\beta_js_jv_{j+1}$ up to rounding, so $\beta_j|s_j|$ is the residual of the Ritz pair. Orthogonality is lost along Ritz vectors that have converged. The right side of (6) is a scale for the loss, and the actual loss can be much smaller.

A periodic $4\times4$ Heisenberg lattice shows the size of the effect. It has 12,870 states at zero magnetization. In a run with (1), the norm of $V^{\mathsf T}v_{j+1}$ first exceeded $10^{-8}$ after 40 steps, when it was $2.1\times10^{-8}$. The Ritz vector with the largest overlap had a residual of $7.1\times10^{-10}J$. Practically all of the squared loss lay along Ritz vectors with residuals below $10^{-4}J$.

After 240 steps, five Ritz values lay within $10^{-8}J$ of the ground-state energy, although that level is nondegenerate. The lost orthogonality lets a direction already found enter the basis again. The lowest Ritz value itself differed by only $2\times10^{-14}J$ from a separate sparse diagonalization. In this run the short recurrence thus gave the lowest energy accurately but a false multiplicity.

## Full reorthogonalization: $m+1$ vectors

The copies can be suppressed by storing every Lanczos vector and subtracting from each new vector its components along all the old ones. Two sweeps are used here, the second removing what rounding left after the first. In the $4\times4$ run this left one copy of the ground-state energy after 240 steps.

After $m$ steps there are $m$ basis vectors and one new vector, so the memory is

$$M_{\text{full}}=8N(m+1). \tag{7}$$

With $m=120$ this is $121\times72.6$ GB $=8.78$ TB. By (4) and (7), the storage reserved according to the bound grows roughly as $N\ln(N/\delta)/\sqrt\gamma$ when the gap is small.

The work grows faster. At step $j$, two sweeps need $2j$ inner products of long vectors, so the total is

$$\sum_{j=1}^{m}2j=m(m+1).$$

Each inner product is followed by the subtraction of one long vector. The number of products with $H$ is only $m$. A run twice as long therefore needs twice the products with $H$ but about four times the reorthogonalization work.

## Thick restart: a fixed number of vectors

A thick restart limits the basis to $M$ vectors. When it is full, the $k$ lowest Ritz vectors are kept and the other directions are discarded. The vector $v_{M+1}$ is kept as well, because it carries the coupling to the next part of the calculation.

Let $s^{(i)}$ be the eigenvectors of the projected matrix, with Ritz values $\theta_i$, and let $y_i$ be the Ritz vectors. Multiplying the basis relation by $s^{(i)}$ gives

$$Hy_i=\theta_iy_i+\sigma_iv_{M+1},\qquad
\sigma_i=\beta_Ms_M^{(i)}. \tag{8}$$

Thus the kept vectors do not couple to one another. Since $H$ is symmetric, $y_i\cdot Hv_{M+1}=\sigma_i$. The first new vector after the restart follows from

$$\beta_{\text{new}}v_{\text{new}}=Hv_{M+1}-\alpha v_{M+1}-\sum_{i=1}^{k}\sigma_iy_i .$$

By (8), $Hy_i$ has no component along $v_{\text{new}}$ or later vectors, so in exact arithmetic the short recurrence resumes from there. In finite precision each new vector is still orthogonalized against the whole current basis, which has at most $M$ members. Two orthogonal Ritz vectors cannot both be close to the same nondegenerate ground state, so the current basis cannot hold two accurate copies of it.

The lowest Ritz vector survives each restart. The lowest energy therefore cannot rise at a restart, apart from rounding. The kept vectors are linear combinations of the old ones and can be formed for a short block of rows at a time, overwriting the old basis. No second long basis is needed:

$$M_{\text{thick}}=8N(M+1). \tag{9}$$

For $M=20$ and $k=6$ this is $21\times72.6$ GB $=1.52$ TB, however many steps are taken. The Ritz vector is available from the current basis without a second pass.

Small temporary arrays add little to these counts. In the $4\times4$ calculation, with long operations done in row blocks, the peak allocation, not counting the Hamiltonian, which this small test stored beforehand as a sparse matrix, was 2.12 vectors for the short recurrence, 3.11 for the replay and 21.33 for thick restart with $M=20$.

## What does restarting cost?

Discarding directions can slow convergence, and (3) does not describe a restarted run. The cost can be estimated from a model spectrum. In exact arithmetic each Lanczos vector is a polynomial in $H$ acting on $v_1$, so every inner product is a sum over energies with weights $c_i^2$. The coefficients depend on nothing else about the lattice. A small diagonal matrix can therefore represent a start with ground-state weight $1/N$.

In the model, the ground level is at 0 and 5,999 other levels are spread evenly from 1 to 101, in units of the gap. This gives $\gamma=1/100$. The upper levels share the remaining weight equally. Each run stops when the lowest Ritz value is within $10^{-10}$ of the spectral width of the known ground level. The stopping rule concerns the energy only. The weight of the Ritz vector outside the ground state is at most $(\theta-E_0)/(E_1-E_0)\approx10^{-8}$, so its angle to the true eigenvector can still be about $10^{-4}$, and a more accurate vector needs more steps. The numbers of products with $H$ are:

| Strategy | Energy | With eigenvector |
|---|---:|---:|
| No reorthogonalization | 104 | 207 |
| Full reorthogonalization | 104 | 104 |
| Thick restart | 110 | 110 |

The first two rows agree for the energy, and the run stops before any Ritz vector has converged far enough to spoil orthogonality. The closely spaced upper levels of this model converge slowly: at the stop, all other Ritz pairs still have residuals of about 0.07 gap units or more. A well-separated level elsewhere, for example at the top of the spectrum, could converge earlier and destroy orthogonality before the stop. It remains to check the ground state. For a normalized vector $y$ with energy $\theta$ between $E_0$ and $E_1$, the expectation value of $(H-E_0)(H-E_1)$ is nonnegative, since no level lies between those energies. Writing $r$ for the residual norm, so that $\langle H^2\rangle=\theta^2+r^2$, gives

$$r^2\ge(\theta-E_0)(E_1-\theta).$$

At the requested energy error, $101\times10^{-10}\approx10^{-8}$ gap units, this means $r\gtrsim10^{-4}$. The scale in (6) is then at most about $2.2\times10^{-16}\times101/10^{-4}\approx2\times10^{-10}$. The loss along the ground state is still very small.

Thick restart needs only 6% more products than the full basis in this model. With 11,999 upper levels the counts are 109 and 104, so the result hardly depends on the level spacing used. The penalty depends on the number of kept vectors, the basis size and the gap. With 2,999 upper levels and $M=20$, keeping one, six or eighteen vectors takes 113, 110 or 129 products, while $M=10$ with $k=3$ takes 135. For $\gamma=0.0025$, again with 2,999 upper levels, $M=20$ and $k=6$, the count is 216 against 190 for the full basis, a penalty of 14%.

The saving in reorthogonalization follows by counting. The full run needs $104\times105=10{,}920$ inner products. The first thick-restart cycle needs $20\times21=420$, and each later full cycle needs $420-6\times7=378$. The 110 products consist of the first 20, six cycles of 14, and 6 final steps with 7 to 12 basis vectors. The total is

$$420+6\times378+2(7+8+9+10+11+12)=2802 .$$

This is about a quarter of the full count. Each of the seven restarts also combines 20 old vectors into 6 new ones, or 120 scaled vector additions. These 840 additions are few compared with the $2\times2802$ inner products and subtractions.

The even model spectrum is not the spectrum of a real lattice. On the $4\times4$ lattice, where $\gamma=0.031$, the energy error after 30 fully reorthogonalized steps from one random start was $1.4\times10^{-12}J$, while (3) allowed $8.6\times10^{-4}J$. The bound can guide how much memory to reserve when the gap and the start overlap can be estimated, but it does not predict the actual number of steps.

## Choice and scaling

Suppose the machine has 2 TB of memory. It holds 27 whole vectors, before anything else is stored. Full reorthogonalization with the reserved 121 vectors does not fit. Thick restart with 21 does, and in the model it gives the eigenvector with 110 products instead of the 207 needed with replay. It is the better choice here if products with $H$ dominate the time. If only the lowest energy is wanted, or if memory is much smaller, the short recurrence is preferable, provided repeated Ritz values are not counted as separate states.

More sites raise all three demands through $N$. With full reorthogonalization, the number of stored vectors can also change, because the number of steps depends on $\ln N$ and on the gap. For an even number $L$ of sites at zero magnetization, adding two sites multiplies the dimension by

$$\frac{\binom{L+2}{L/2+1}}{\binom{L}{L/2}}
=\frac{(L+2)(L+1)}{(L/2+1)^2}
=\frac{4(L+1)}{L+2}.$$

For $L=36$ the factor is $148/38=3.89$. One vector then takes about 283 GB, the short recurrence with replay 0.85 TB, and thick restart with $M=20$ about 5.9 TB. On the same 2 TB machine, the 38-site problem leaves room for the three-vector method but not for this restarted basis.
